**Static local fields and the random-phase permittivity: numerical tests**

The program tests $\varepsilon_M=1/[\tilde\varepsilon^{-1}]_{00}=h-w^\dagger B^{-1}w\le h$, where $h$, $w$ and $B$ are the head, wing and body of the symmetrized static dielectric matrix $\tilde\varepsilon$. For an array of wires at finite wave number, it asserts that Bloch sums agree with self-consistent Hartree supercell runs, both with local fields and with them switched off. It also asserts the long-wave limit, the eigenvalue bounds, the minimum principle on random trial fields, and the monotonic fall of $\varepsilon_M$ as $G$ vectors are added. In the long-wave limit the output shows $h=2.001$ and $\varepsilon_M=1.594$. The inequality is asserted at 0.9 of the absorption edge, and a reversed order of the real parts is asserted at a frequency above the edge. For a cubic lattice of Gaussian dipole clouds, inversion of a matrix with 925 $G$ vectors is asserted to agree with the Clausius–Mossotti formula. Both give 1.167, which lies between $1+4\pi n\alpha=1.158$ and the head 1.503, where $n$ is the site density and $\alpha$ the atomic polarizability.

## Numerical check

```python
"""Static local fields lower the random-phase macroscopic permittivity.

Result under test (Hartree atomic units):
    eps_M = 1/[E^-1]_00 = h - w^+ B^-1 w,   1 <= eps_M <= h
E : symmetrized dielectric matrix 1 - v^(1/2) chi0 v^(1/2), v = 4 pi/|q+G|^2
h, w, B : head, wing and body of E;  chi0 : independent-electron response.
Model 1: parallel wires, charge averaged over the transverse plane, electrons
moving along x in V(x) = -V1 cos(g x) + V2 sin(2 g x), lowest band filled.
Model 2: simple cubic lattice of Gaussian dipole clouds in three dimensions.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erf

period, area, V1, V2 = 6.0, 10.0, 0.6, 0.2
g = 2 * np.pi / period
M = 14
waves = np.arange(-M, M + 1)
size = len(waves)
G_list = [0] + [s * m for m in range(1, 9) for s in (1, -1)]


def bloch(k):
    """Energies and plane-wave coefficients at wave number k."""
    H = np.diag((k + waves * g) ** 2 / 2).astype(complex)
    H += -V1 / 2 * (np.eye(size, k=-1) + np.eye(size, k=1))
    H += V2 / 2j * (np.eye(size, k=-2) - np.eye(size, k=2))
    return np.linalg.eigh(H)


def transitions(q, nk):
    """Amplitudes v^(1/2) <v k|exp(-i(q+G)x)|c k+q> and transition energies.
    q = 0 means the limit q -> 0+, with the momentum matrix element."""
    amplitudes, gaps = [], []
    for k in (np.arange(nk) / nk - 0.5) * g:
        Ev, Cv = bloch(k)
        Ec, Cc = bloch(k + q)
        valence, conduction = Cv[:, 0].conj(), Cc[:, 1:]
        gap = Ec[1:] - Ev[0]
        rows = []
        for G in G_list:
            if G == 0 and q == 0:
                row = (valence * (k + waves * g)) @ conduction / gap
            else:
                row = valence @ np.eye(size, k=G) @ conduction / abs(q + G * g)
            rows.append(np.sqrt(4 * np.pi) * row)
        amplitudes.append(np.array(rows))
        gaps.append(gap)
    return np.hstack(amplitudes), np.concatenate(gaps), nk


def dielectric(data, z=0.0):
    """Symmetrized matrix at frequency z; spin factor 2 included."""
    t, gap, nk = data
    weight = 2 * 2 * gap / (gap ** 2 - z ** 2) / (nk * period * area)
    return np.eye(len(t)) + (t * weight) @ t.conj().T


def macro(E):
    return 1 / np.linalg.inv(E)[0, 0]


def hartree_supercell(local_fields, cells=4, per_cell=32, strength=1e-4):
    """External/total potential ratio from self-consistent Hartree runs."""
    n = cells * per_cell
    length = cells * period
    x = np.arange(n) * length / n
    K = 2 * np.pi * np.fft.fftfreq(n, length / n)
    kinetic = np.fft.ifft((K ** 2 / 2)[:, None]
                          * np.fft.fft(np.eye(n), axis=0), axis=0).real
    kinetic = (kinetic + kinetic.T) / 2
    crystal = -V1 * np.cos(g * x) + V2 * np.sin(2 * g * x)
    coulomb = np.zeros(n)
    coulomb[1:] = 4 * np.pi / K[1:] ** 2
    if not local_fields:
        keep = np.zeros(n)
        keep[[1, -1]] = 1
        coulomb = coulomb * keep

    def density(change):
        psi = eigh(kinetic + np.diag(crystal + change),
                   subset_by_index=[0, cells - 1])[1]
        return 2 * np.sum(psi ** 2, axis=1) * n / (length * area)

    n0 = density(np.zeros(n))
    component = []
    for sign in (1, -1):
        external = sign * 2 * strength * np.cos(2 * np.pi * x / length)
        induced = np.zeros(n)
        for _ in range(80):
            dn = density(external + induced) - n0
            new = np.fft.ifft(coulomb * np.fft.fft(dn)).real
            induced = 0.6 * induced + 0.4 * new
        component.append(np.fft.fft(external + induced)[1] / n)
    return 2 * strength / (component[0] - component[1])


# ---- finite q: Bloch sums against self-consistent supercell runs
E_q = dielectric(transitions(g / 4, 4))
head_q, macro_q = E_q[0, 0].real, macro(E_q).real
scf_full = hartree_supercell(True)
scf_head = hartree_supercell(False)
assert abs(scf_full - macro_q) < 1e-5 * macro_q
assert abs(scf_head - head_q) < 1e-5 * head_q
assert macro_q < head_q

# ---- long-wave limit
data0 = transitions(0.0, 64)
E = dielectric(data0)
h, w, B = E[0, 0].real, E[1:, 0], E[1:, 1:]
eps_M = macro(E).real
E_small = dielectric(transitions(1e-3 * g, 64))
assert abs(E_small[0, 0].real - h) < 1e-4
assert abs(macro(E_small).real - eps_M) < 1e-4

# ---- definiteness, elimination of local fields, bounds
eigenvalues = np.linalg.eigvalsh(E)
body_values = np.linalg.eigvalsh(B)
reduction = (w.conj() @ np.linalg.solve(B, w)).real
wing2 = np.vdot(w, w).real
lower, upper = wing2 / body_values[-1], wing2 / body_values[0]
assert eigenvalues[0] > 1 - 1e-10
assert abs(h - reduction - eps_M) < 1e-10
assert 1 < eps_M < h
assert lower <= h - eps_M <= upper <= wing2 * (1 + 1e-10)

# ---- the usual unsymmetrized matrix has the same inverse head (finite q)
root_v = np.sqrt(4 * np.pi) / np.abs(g / 4 + np.array(G_list) * g)
plain = root_v[:, None] * E_q / root_v[None, :]
assert np.abs(plain - plain.conj().T).max() > 1e-3
assert abs(macro(plain) - macro_q) < 1e-9

# ---- variational form and nested sets of G vectors
rng = np.random.default_rng(1)
best = np.concatenate(([1.0], -np.linalg.solve(B, w)))
assert abs(np.vdot(best, E @ best).real - eps_M) < 1e-10
for scale in (1e-3, 1e-2, 1e-1, 1.0):
    for _ in range(50):
        step = rng.normal(size=len(w)) + 1j * rng.normal(size=len(w))
        trial = best + scale * np.concatenate(([0], step))
        assert np.vdot(trial, E @ trial).real > eps_M
counts = [1, 3, 5, 9, 17]
nested = [macro(E[:c, :c]).real for c in counts]
assert all(b <= a + 1e-12 for a, b in zip(nested, nested[1:]))

# ---- real frequencies below the edge, and loss of the order above it
edge = data0[1].min()
E_below = dielectric(data0, 0.9 * edge)
head_below, macro_below = E_below[0, 0].real, macro(E_below).real
assert macro_below < head_below
broadening = 0.05
scan = []
for omega in np.arange(0.3, 1.5, 0.01):
    E_w = dielectric(data0, omega + 1j * broadening)
    scan.append((macro(E_w).real - E_w[0, 0].real, omega,
                 E_w[0, 0].real, macro(E_w).real))
excess, omega_rev, head_rev, macro_rev = max(scan)
assert excess > 0 and omega_rev > edge

# ---- model 2: Gaussian dipole clouds on a simple cubic lattice
cube, width, alpha0 = 10.0, 1.2, 40.0
number = 1 / cube ** 3
r = np.arange(-6, 7)
m = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
m2 = np.sum(m ** 2, axis=1)
m = m[(m2 > 0) & (m2 <= 36)]
Gv = 2 * np.pi / cube * m
G2 = np.sum(Gv ** 2, axis=1)
u = Gv / np.sqrt(G2)[:, None] * np.exp(-G2 * width ** 2 / 2)[:, None]
u = np.vstack((np.array([1.0, 2.0, 2.0]) / 3, u))
E3 = np.eye(len(u)) + 4 * np.pi * number * alpha0 * u @ u.T
unit = np.zeros(len(u))
unit[0] = 1
head3, macro3 = E3[0, 0], 1 / np.linalg.solve(E3, unit)[0]


def self_energy_integrand(r):
    """Radial integrand of the Coulomb self-interaction of a unit dipole."""
    gauss = np.exp(-r ** 2 / (2 * width ** 2))
    f_slope = -r / width ** 2 * gauss / (2 * np.pi * width ** 2) ** 1.5
    phi_slope = (np.sqrt(2 / np.pi) * gauss / (width * r)
                 - erf(r / (np.sqrt(2) * width)) / r ** 2)
    return 4 * np.pi / 3 * r ** 2 * f_slope * phi_slope


U = 1 / (6 * np.sqrt(np.pi) * width ** 3)
assert abs(quad(self_energy_integrand, 0, 12 * width)[0] - U) < 1e-7
alpha = alpha0 / (1 + alpha0 * U)
x_cm = 4 * np.pi * number * alpha
clausius = 1 + x_cm / (1 - x_cm / 3)
L_sum = 4 * np.pi * number * np.sum(u[1:, 2] ** 2)
assert abs(L_sum - (U - 4 * np.pi * number / 3)) < 1e-6
assert abs(macro3 - clausius) < 1e-5
assert 1 + x_cm < macro3 < head3

print("MODEL 1: wires, transverse average")
print(f"period = {period:.1f} bohr, area per wire = {area:.1f} bohr^2")
print(f"V1 = {V1:.2f} hartree, V2 = {V2:.2f} hartree")
print(f"smallest vertical transition energy = {edge:.4f} hartree")
print("Finite q = g/4, 4 k points (dimensionless permittivities)")
print(f"head, Bloch sum = {head_q:.6f}")
print(f"head, supercell without local fields = {scf_head.real:.6f}")
print(f"eps_M, Bloch sum = {macro_q:.6f}")
print(f"eps_M, supercell with local fields = {scf_full.real:.6f}")
print("Limit q -> 0, 64 k points, 17 G vectors (dimensionless)")
print(f"head h = {h:.6f}")
print(f"eps_M = {eps_M:.6f}")
print(f"reduction w+ B^-1 w = {reduction:.6f}")
print(f"reduction / (h - 1) = {100 * reduction / (h - 1):.2f} percent")
print(f"wing norm squared = {wing2:.6f}")
print(f"body eigenvalues: min {body_values[0]:.6f}, max {body_values[-1]:.6f}")
print(f"bounds on reduction: {lower:.6f} to {upper:.6f}")
print(f"full matrix eigenvalues: min {eigenvalues[0]:.6f}, "
      f"max {eigenvalues[-1]:.6f}")
for c, value in zip(counts, nested):
    print(f"eps_M with {c:2d} G vectors = {value:.6f}")
print(f"At frequency {0.9 * edge:.4f} hartree (0.9 of the edge), no damping:")
print(f"head = {head_below:.4f}, eps_M = {macro_below:.4f}")
print(f"At frequency {omega_rev:.2f} hartree, "
      f"broadening {broadening:.2f} hartree:")
print(f"Re head = {head_rev:.4f}, Re eps_M = {macro_rev:.4f}")
print("MODEL 2: cubic lattice of dipole clouds")
print(f"lattice constant = {cube:.1f} bohr, cloud width = {width:.1f} bohr")
print(f"alpha0 (response to total field) = {alpha0:.1f} bohr^3")
print(f"self-field coefficient U = {U:.6f} bohr^-3")
print(f"4 pi n/3 = {4 * np.pi * number / 3:.6f} bohr^-3")
print(f"L from reciprocal sum = {L_sum:.6f} bohr^-3")
print(f"alpha (response to outside field) = {alpha:.4f} bohr^3")
print(f"G vectors in matrix = {len(u)}")
print(f"head 1 + 4 pi n alpha0 = {head3:.6f}")
print(f"eps_M from matrix inverse = {macro3:.6f}")
print(f"eps_M from Clausius-Mossotti = {clausius:.6f}")
print(f"1 + 4 pi n alpha = {1 + x_cm:.6f}")
print("PASS")
```

Output:

```
MODEL 1: wires, transverse average
period = 6.0 bohr, area per wire = 10.0 bohr^2
V1 = 0.60 hartree, V2 = 0.20 hartree
smallest vertical transition energy = 0.5680 hartree
Finite q = g/4, 4 k points (dimensionless permittivities)
head, Bloch sum = 1.950470
head, supercell without local fields = 1.950470
eps_M, Bloch sum = 1.563713
eps_M, supercell with local fields = 1.563713
Limit q -> 0, 64 k points, 17 G vectors (dimensionless)
head h = 2.000975
eps_M = 1.593822
reduction w+ B^-1 w = 0.407153
reduction / (h - 1) = 40.68 percent
wing norm squared = 0.759207
body eigenvalues: min 1.000057, max 1.869988
bounds on reduction: 0.405996 to 0.759164
full matrix eigenvalues: min 1.000056, max 2.808529
eps_M with  1 G vectors = 2.000975
eps_M with  3 G vectors = 1.605918
eps_M with  5 G vectors = 1.594091
eps_M with  9 G vectors = 1.593822
eps_M with 17 G vectors = 1.593822
At frequency 0.5112 hartree (0.9 of the edge), no damping:
head = 4.5658, eps_M = 2.1942
At frequency 0.77 hartree, broadening 0.05 hartree:
Re head = -0.6559, Re eps_M = 2.2397
MODEL 2: cubic lattice of dipole clouds
lattice constant = 10.0 bohr, cloud width = 1.2 bohr
alpha0 (response to total field) = 40.0 bohr^3
self-field coefficient U = 0.054416 bohr^-3
4 pi n/3 = 0.004189 bohr^-3
L from reciprocal sum = 0.050228 bohr^-3
alpha (response to outside field) = 12.5919 bohr^3
G vectors in matrix = 925
head 1 + 4 pi n alpha0 = 1.502655
eps_M from matrix inverse = 1.167045
eps_M from Clausius-Mossotti = 1.167045
1 + 4 pi n alpha = 1.158234
PASS
```
